\section*{Gauge-invariant kinetic-energy density and its first-order term for nuclear shielding}

\section{Gauge dependence of $\tau$}

Q. A meta-GGA uses $n$, $\nabla n$ and $\tau$, all real. Why should a magnetic field cause trouble?

A. I use atomic units, electron charge $-1$, $h=\tfrac12(\mathbf p+\mathbf A)^2+\dots$ with $\mathbf p=-i\nabla$, no spin--orbit coupling, and integer occupations. For one spin channel
\begin{equation}
n=\sum_i|\varphi_i|^2,\quad \tau=\tfrac12\sum_i|\nabla\varphi_i|^2,\quad \mathbf j_p=\sum_i \mathrm{Im}\,\varphi_i^*\nabla\varphi_i,\quad \mathbf j=\mathbf j_p+n\mathbf A .
\end{equation}
Here $\mathbf j_p$ is the paramagnetic and $\mathbf j$ the physical number current. The change $\mathbf A'=\mathbf A+\mathbf g$ with $\mathbf g=\nabla\Lambda$ leaves $\mathbf B$ alone. The product rule gives $\nabla(e^{-i\Lambda}\varphi)=e^{-i\Lambda}(\nabla\varphi-i\mathbf g\varphi)$, so $(\mathbf p+\mathbf A')e^{-i\Lambda}\varphi=e^{-i\Lambda}(\mathbf p+\mathbf A)\varphi$, and the same physical state has orbitals $\varphi'=e^{-i\Lambda}\varphi$. Then $n'=n$, and
\begin{align}
\mathrm{Im}\,\varphi'^*\nabla\varphi' &= \mathrm{Im}\,(\varphi^*\nabla\varphi-i\mathbf g|\varphi|^2),\\
|\nabla\varphi'|^2 &= |\nabla\varphi|^2+g^2|\varphi|^2+2\,\mathrm{Re}\,(-i\,\varphi\,\mathbf g\cdot\nabla\varphi^*).
\end{align}
Since $\mathrm{Re}(-iz)=\mathrm{Im}\,z$ and $\mathrm{Im}\,\varphi\nabla\varphi^*=-\mathrm{Im}\,\varphi^*\nabla\varphi$, the cross term is $-2\mathbf g\cdot\mathrm{Im}\,\varphi^*\nabla\varphi$. Summing over orbitals,
\begin{equation}\label{law}
\mathbf j_p'=\mathbf j_p-n\mathbf g,\qquad \tau'=\tau-\mathbf j_p\cdot\mathbf g+\tfrac12 n g^2 .
\end{equation}
The current $\mathbf j'=\mathbf j_p-n\mathbf g+n\mathbf A+n\mathbf g=\mathbf j$ is invariant, and $\tau$ is not. An $E_{xc}[n,\tau]$ therefore gives one physical state different energies in different gauges.

Q. What repairs it, and is the repair more than one choice among many?

A. Square the first law in \eqref{law} and divide by $2n$:
\begin{equation}
\frac{j_p'^2}{2n}=\frac{j_p^2}{2n}-\mathbf j_p\cdot\mathbf g+\tfrac12 ng^2 .
\end{equation}
The shift is the same as that of $\tau$, so Dobson's combination
\begin{equation}
\tau_D=\tau-\frac{j_p^2}{2n}
\end{equation}
obeys $\tau_D'=\tau_D$ wherever $n>0$. For uniqueness let $f(n,\tau,\mathbf j_p)$ be invariant and depend on the values at one point. At that point $\mathbf g$ can be any vector, so take $\mathbf g=\mathbf u\equiv\mathbf j_p/n$. Then $\mathbf j_p'=0$ and $\tau'=\tau-nu^2+\tfrac12nu^2=\tau_D$, hence $f=f(n,\tau_D,0)$. The argument has two limits. It says nothing about derivatives of the current: $\nabla\times\mathbf u$ is invariant too, because $\mathbf u'=\mathbf u-\nabla\Lambda$. And both spins receive the same $\Lambda$, so in an open shell $\mathbf u_\uparrow-\mathbf u_\downarrow$ is a further invariant. For a closed shell the spin sums are $n=2n_\sigma$, $\tau=2\tau_\sigma$, $\mathbf j_p=2\mathbf j_{p\sigma}$, so $j_p^2/2n=2\,j_{p\sigma}^2/2n_\sigma$ and $\tau_D$ keeps its form.

Q. In an open shell the spin-summed combination is invariant as well. Why form it per spin?

A. Because of what $\tau_D$ measures. For one spin let $\gamma(\mathbf r,\mathbf r')=\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r')$. It acquires the phase $e^{-i\Lambda(\mathbf r)+i\Lambda(\mathbf r')}$, so the same-spin pair density of the determinant, $P=n(\mathbf r)n(\mathbf r')-|\gamma|^2$, is invariant. Lagrange's identity $\sum|a_i|^2\sum|b_j|^2-|\sum a_ib_i^*|^2=\tfrac12\sum_{ij}|a_ib_j-a_jb_i|^2$ gives
\begin{equation}
P=\tfrac12\sum_{ij}|\varphi_i(\mathbf r)\varphi_j(\mathbf r')-\varphi_j(\mathbf r)\varphi_i(\mathbf r')|^2 .
\end{equation}
Put $\mathbf r'=\mathbf r+s\mathbf e_a$. The zeroth order cancels inside the modulus and leaves $s(\varphi_i\partial_a\varphi_j-\varphi_j\partial_a\varphi_i)$. The identity read backwards gives $P\to s^2[\,n\sum|\partial_a\varphi_i|^2-|\sum\varphi_i^*\partial_a\varphi_i|^2]$. With $\sum\varphi_i^*\partial_a\varphi_i=\tfrac12\partial_an+ij_{pa}$, the sum over three axes is
\begin{equation}\label{hole}
\sum_a P/s^2\to 2n\tau-\tfrac14|\nabla n|^2-j_p^2=2n(\tau_D-\tau_W),\qquad \tau_W=\frac{|\nabla n|^2}{8n}.
\end{equation}
So $\tau_D-\tau_W$ fixes the curvature of the same-spin pair density at coalescence, $\nabla'^2P=4n(\tau_D-\tau_W)$. The Fermi hole $-|\gamma|^2/n(\mathbf r)=P/n(\mathbf r)-n(\mathbf r')$, a same-spin object, then has curvature $4(\tau_D-\tau_W)-\nabla^2n$, in which $\tau$ and $\mathbf j_p$ enter only through $\tau_D$. Also $\tau_D\ge\tau_W$ because $P\ge0$. This also bounds the subtracted term, $j_p^2/2n\le\tau$, even where $n$ is small. Two limits show the content. For one orbital $\sqrt n\,e^{i\theta}$ one has $\tau=\tau_W+\tfrac12n|\nabla\theta|^2$ and $\mathbf j_p=n\nabla\theta$, so $\tau_D=\tau_W$ while $\tau>\tau_W$ wherever the phase varies; an iso-orbital indicator built from $\tau$ misreads such a region. For a uniform gas drifting with velocity $\mathbf u$ the orbitals are those at rest times $e^{i\mathbf u\cdot\mathbf r}$, and \eqref{law} with $\mathbf g=-\mathbf u$ gives $\tau=\tau_{\rm rest}+\tfrac12nu^2$ and $\tau_D=\tau_{\rm rest}$. Thus $\tau_D$ is the kinetic-energy density in the frame of the local flow.

Q. Replacing $\mathbf p$ by $\mathbf p+\mathbf A$ inside $\tau$ looks simpler. Is that not the same thing?

A. That is the Maximoff--Scuseria form, $\tau_{MS}=\tfrac12\sum|(\mathbf p+\mathbf A)\varphi_i|^2=\tau+\mathbf j_p\cdot\mathbf A+\tfrac12nA^2$, which is \eqref{law} with $\mathbf g=-\mathbf A$. It is invariant, but it takes $\mathbf A$ as an argument and so falls outside the uniqueness argument. Since $j^2/2n=j_p^2/2n+\mathbf j_p\cdot\mathbf A+\tfrac12nA^2$,
\begin{equation}
\tau_D=\tau_{MS}-\frac{j^2}{2n}.
\end{equation}
The two agree where the physical current vanishes, and for one orbital $\tau_{MS}=\tau_W+j^2/2n$ misses the iso-orbital limit elsewhere.

\section{The operator and its first-order term}

Q. For a closed shell $\mathbf j_p$ starts at order $B$, so $j_p^2/2n$ starts at $B^2$. Shielding is linear in $B$. What first-order term can there be?

A. In $\tau_D$ itself there is none. Take a closed-shell ground state with a gap and real orbitals at $B=0$. Complex conjugation maps $h(\mathbf B)$ to $h(-\mathbf B)$, keeps $n$, $\tau$, $\tau_D$ and reverses $\mathbf j_p$. If the self-consistent solution is unique near $B=0$, then $\varphi(-\mathbf B)=\varphi(\mathbf B)^*$, so $n$, $\tau$, $\tau_D$ are even in $\mathbf B$ and $\mathbf j_p$ is odd. But shielding is a mixed second derivative of the energy with respect to $\mathbf B$ and a nuclear moment $\mathbf m$. With $\mathbf j_p=B\,\mathbf j^{B}+m\,\mathbf j^{m}$ the term $-j_p^2/2n$ contains $-Bm\,\mathbf j^B\!\cdot\mathbf j^m/n$, which is of that order. Its linear trace is in the generalized Kohn--Sham operator.

Let $v_\tau=\partial e_{xc}/\partial\tau$, evaluated at $\tau_D$. The differential of $\tau_D$ is
\begin{equation}
\delta\tau_D=\delta\tau-\frac{\mathbf j_p}{n}\cdot\delta\mathbf j_p+\frac{j_p^2}{2n^2}\delta n=\delta\tau-\mathbf u\cdot\delta\mathbf j_p+\tfrac12u^2\delta n .
\end{equation}
Each piece is an expectation value. Integration by parts gives $\int v\tau=\sum\langle\varphi|\tfrac12\mathbf p\cdot v\mathbf p|\varphi\rangle$. For a real field $\mathbf a$, $\mathbf j_p=\sum\mathrm{Re}\,\varphi^*\mathbf p\varphi$ gives $\int\mathbf a\cdot\mathbf j_p=\sum\langle\varphi|\tfrac12\{\mathbf p,\mathbf a\}|\varphi\rangle$ with $\{\mathbf p,\mathbf a\}=\mathbf p\cdot\mathbf a+\mathbf a\cdot\mathbf p$. The $\tau$ part of the operator is then
\begin{equation}\label{op}
h_\tau=\tfrac12\mathbf p\cdot v_\tau\mathbf p-\tfrac12\{\mathbf p,v_\tau\mathbf u\}+\tfrac12v_\tau u^2=\tfrac12(\mathbf p-\mathbf u)\cdot v_\tau(\mathbf p-\mathbf u),
\end{equation}
as multiplying out the right side shows. It is covariant: $(\mathbf p-\mathbf u')e^{-i\Lambda}=e^{-i\Lambda}(\mathbf p-\mathbf g-\mathbf u+\mathbf g)$. Plain $\tau$ has $0$ in place of $\mathbf u$, and $\tau_{MS}$ has $-\mathbf A$. At first order in $B$ the potentials that depend on even quantities do not change and $u^2$ is of second order, so
\begin{equation}\label{h1}
h^{(1)}=\tfrac12\{\mathbf p,\mathbf A^{(1)}+\mathbf A_{xc}^{(1)}\},\qquad \mathbf A_{xc}^{(1)}=-v_\tau^{(0)}\,\mathbf j_p^{(1)}/n^{(0)} .
\end{equation}
No second derivative of $e_{xc}$ enters. This fails if the ground state already carries a current, for then $\delta\tau_D$ and $\delta n$ have linear terms and the full kernel is needed.

Q. Then $h^{(1)}$ depends on the response it produces. What equation has to be solved?

A. Use closed-shell sums, occupied $i,j$ and virtual $a,b$, and $\mathbf A_B=\tfrac12\mathbf B\times\mathbf r$ with $\mathbf B$ along $\mathbf e_\beta$. The operator \eqref{h1} is imaginary, so per unit field $\varphi_i^{(1)}=i\delta_i$ with $\delta_i=\sum_a x_{ai}\varphi_a$ real. From $\mathrm{Im}[(\varphi_i-i\delta_i)\nabla(\varphi_i+i\delta_i)]=\varphi_i\nabla\delta_i-\delta_i\nabla\varphi_i$ and occupation 2,
\begin{equation}
\mathbf j_p^{(1)}=2\sum_{ai}x_{ai}\mathbf J_{ai},\qquad \mathbf J_{ai}=\varphi_i\nabla\varphi_a-\varphi_a\nabla\varphi_i .
\end{equation}
Moving one $\mathbf p$ onto the bra gives $\langle a|\tfrac12\{\mathbf p,\mathbf a\}|i\rangle=\tfrac12\int\mathbf a\cdot(i\varphi_i\nabla\varphi_a-i\varphi_a\nabla\varphi_i)=\tfrac i2\int\mathbf a\cdot\mathbf J_{ai}$. For $\mathbf A_B$, whose divergence is zero, $\tfrac12\{\mathbf p,\mathbf A_B\}=\mathbf A_B\cdot\mathbf p=-\tfrac i2\mathbf B\cdot(\mathbf r\times\nabla)$. Perturbation theory gives $(\varepsilon_i-\varepsilon_a)\,ix_{ai}=h^{(1)}_{ai}$, that is $\Delta_{ai}x_{ai}=ih^{(1)}_{ai}$ with $\Delta_{ai}=\varepsilon_a-\varepsilon_i$. With $\mathbf a=-v_\tau\mathbf u$,
\begin{equation}\label{resp}
\Delta_{ai}x_{ai}=\tfrac12\langle a|(\mathbf r\times\nabla)_\beta|i\rangle+\tfrac12\int v_\tau\,\mathbf u^{(1)}\!\cdot\mathbf J_{ai}.
\end{equation}
Inserting $\mathbf u^{(1)}=2\sum x_{bj}\mathbf J_{bj}/n$ and moving that term to the left,
\begin{equation}\label{cp}
(\Delta-K)\,x=\tfrac12\langle a|(\mathbf r\times\nabla)_\beta|i\rangle,\qquad K_{ai,bj}=\int\frac{v_\tau}{n}\,\mathbf J_{ai}\cdot\mathbf J_{bj}.
\end{equation}
$K$ is symmetric, with $x^TKx=\tfrac14\int v_\tau j_p^{(1)2}/n$. Where $v_\tau>0$ the integrand softens the magnetic Hessian and favours a larger paramagnetic current. The solution is a minimum of the second-order energy with respect to these imaginary rotations if $\Delta-K$ is positive definite; stability against real rotations is a separate condition.

Q. And the shielding? Does $\mathbf A_{xc}$ not add a term to the current that acts on the nucleus?

A. Define $\sigma_{\alpha\beta}=\partial^2E/\partial m_\alpha\partial B_\beta$, which added to the nuclear Zeeman energy $-\mathbf m\cdot\mathbf B$ gives $-\mathbf m\cdot(1-\sigma)\mathbf B$. The moment at $\mathbf R_K$ has $\mathbf A_m=\alpha_f^2\,\mathbf m\times\mathbf r_K/r_K^3$, with $\alpha_f$ the fine-structure constant and $\mathbf r_K=\mathbf r-\mathbf R_K$. The explicit dependence of $E$ on $\mathbf A=\mathbf A_B+\mathbf A_m$ is $\int\mathbf j_p\cdot\mathbf A+\tfrac12\int nA^2$, since $E_{xc}[n,\tau_D]$ contains orbitals alone. $E$ is stationary in the orbitals and the basis does not depend on $\mathbf m$, so $\partial E/\partial m_\alpha=\int(\mathbf j_p+n\mathbf A)\cdot\partial\mathbf A_m/\partial m_\alpha$. At $m=0$, per unit field,
\begin{equation}\label{bs}
\sigma_{\alpha\beta}=\alpha_f^2\int\big(\mathbf j_p^{(1)}+\tfrac12n\,\mathbf e_\beta\times\mathbf r\big)\cdot\frac{\mathbf e_\alpha\times\mathbf r_K}{r_K^3}.
\end{equation}
This is the Biot--Savart law for the physical current. The Dobson term acts through $x$ and adds nothing explicit.

Q. Is that current conserved? The operator $\tfrac12\mathbf p\cdot v_\tau\mathbf p$ changes the velocity.

A. Vary $\varphi\to e^{-i\epsilon\Lambda}\varphi$ at fixed $\mathbf A$, which keeps the orbitals orthonormal. By \eqref{law}, $d\tau/d\epsilon=-\mathbf j_p\cdot\nabla\Lambda$ and $d\mathbf j_p/d\epsilon=-n\nabla\Lambda$, so the non-interacting part changes by $-\int\mathbf j\cdot\nabla\Lambda$ and $d\tau_{MS}/d\epsilon=-\mathbf j\cdot\nabla\Lambda$. Hence
\begin{equation}\label{cont}
\frac{dE_{xc}}{d\epsilon}=0\ (\tau_D),\qquad -\!\int\! v_\tau\mathbf j\cdot\nabla\Lambda\ (\tau_{MS}),\qquad -\!\int\! v_\tau\mathbf j_p\cdot\nabla\Lambda\ (\tau).
\end{equation}
In a complete basis the variation is allowed and the total derivative vanishes for any $\Lambda$. Integration by parts then makes $\mathbf j$, $(1+v_\tau)\mathbf j$ and $\mathbf j+v_\tau\mathbf j_p$ divergence free in the three cases. With $\tau_{MS}$, $\nabla\cdot\mathbf j=-\mathbf j\cdot\nabla v_\tau/(1+v_\tau)$. If $\tau_{MS}$ contains $\mathbf A_B$ and not $\mathbf A_m$, \eqref{bs} still holds, but adding $\nabla\chi$ to $\mathbf A_m$ changes it by $-\int\chi\nabla\cdot\mathbf j$, which vanishes for $\tau_D$. In a finite basis none of the three conservation laws is guaranteed.

Q. How does the fault of plain $\tau$ reach a shielding?

A. Move the origin to $\mathbf d$: $\mathbf A_B\to\mathbf A_B+\mathbf k$ with $\mathbf k=-\tfrac12\mathbf B\times\mathbf d$, which adds $\mathbf k\cdot\mathbf p$ to $h^{(1)}$. From $[p_b,r_a]=-i\delta_{ab}$,
\begin{equation}
i[\tfrac12p_bvp_b,r_a]=\tfrac i2\big(p_bv[p_b,r_a]+[p_b,r_a]vp_b\big)=\tfrac12(p_av+vp_a).
\end{equation}
The case $v=1$ gives $\mathbf p$, and local potentials commute with $\mathbf r$, so $i[h^{(0)},\mathbf r]=\mathbf p+\tfrac12\{\mathbf p,v_\tau\}$ and
\begin{equation}
\mathbf k\cdot\mathbf p=i[h^{(0)},\mathbf k\cdot\mathbf r]-\tfrac12\{\mathbf p,v_\tau\mathbf k\}.
\end{equation}
The commutator has elements $i\Delta_{ai}\langle a|\mathbf k\cdot\mathbf r|i\rangle$ and yields $x_{ai}=-\langle a|\mathbf k\cdot\mathbf r|i\rangle$, the virtual part of the phase $-i\mathbf k\cdot\mathbf r\,\varphi_i$. The occupied part carries no current, since $\langle j|\mathbf k\cdot\mathbf r|i\rangle$ is symmetric and $\mathbf J_{ji}$ antisymmetric. In a complete basis this response adds $-n\mathbf k$ to $\mathbf j_p$ and cancels the added $n\mathbf k$ in $\mathbf j$. The remainder $-\tfrac12\{\mathbf p,v_\tau\mathbf k\}$ is a spurious perturbation, and for plain $\tau$ it makes $\sigma$ linear in $\mathbf d$. With $\tau_D$ the added current $-n\mathbf k$ adds $+v_\tau\mathbf k$ to $\mathbf A_{xc}^{(1)}$ in \eqref{h1}, that is $+\tfrac12\{\mathbf p,v_\tau\mathbf k\}$, and the two cancel.

\section{Projector augmented waves}

Q. PAW splits densities into three parts, and $j_p^2/n$ is not additive. Does the invariance survive?

A. With origin $\mathbf O$, $\mathbf A_O=\mathbf A_R+\mathbf k_R$ and $\mathbf k_R=\tfrac12\mathbf B\times(\mathbf R-\mathbf O)$, so functions built for the gauge centred on atom $\mathbf R$ carry $e^{-i\mathbf k_R\cdot\mathbf r}$. The gauge-including transformation is
\begin{equation}
\psi=\tilde\psi+\sum_{R,i}e^{-i\mathbf k_R\cdot\mathbf r}(\phi_i-\tilde\phi_i)\,\langle\tilde p_i|e^{i\mathbf k_R\cdot\mathbf r}|\tilde\psi\rangle .
\end{equation}
Assume non-overlapping spheres and complete partial waves. Outside the spheres $\psi=\tilde\psi$ and $\phi_i=\tilde\phi_i$. Inside, $\tilde\psi$ equals its smooth one-centre expansion and $\psi$ its all-electron one. Any semilocal integrand therefore satisfies $e=\tilde e+e^1-\tilde e^1$ point by point, provided each term is built wholly from its own $n$, $\tau$, $\mathbf j_p$. So $\tau_D$ is formed inside each term. Each term is invariant by \eqref{law}, and the one-centre terms may drop the phase and use the gauge centred on $\mathbf R$. Varying the one-centre density matrix as in \eqref{op} gives the first-order exchange-correlation strength
\begin{equation}
D^{(1)}_{ij}=-\tfrac12\langle\phi_i|\{\mathbf p,v_\tau^1\mathbf u^1\}|\phi_j\rangle+\tfrac12\langle\tilde\phi_i|\{\mathbf p,\tilde v_\tau^1\tilde{\mathbf u}^1\}|\tilde\phi_j\rangle .
\end{equation}

Q. A frozen core has no response. Can it not simply be added to $n$ and $\tau$?

A. In the gauge centred on its nucleus it can, when the frozen core has $\mathbf j_p=0$ there. In the gauge $\mathbf O$, \eqref{law} assigns it the current $-n_c\mathbf k$ and the extra kinetic term $\tfrac12n_ck^2$, with $\mathbf k=\mathbf k_R$. Omit both, with $n=n_v+n_c$ and real orbitals in the atom-centred gauge. Then $\tau=\tau_0+\tfrac12n_vk^2$ and $\mathbf j_p=-n_v\mathbf k$, so
\begin{equation}
\tau_D-\tau_0=\tfrac12n_vk^2\Big(1-\frac{n_v}{n}\Big)=\frac{k^2n_vn_c}{2n}.
\end{equation}
At first order $\mathbf u$ is $-n_v\mathbf k/n$ instead of $-\mathbf k$, an error of $+n_c\mathbf k/n$, and $\mathbf A_{xc}^{(1)}$ is off by $-v_\tau n_c\mathbf k/n$, a remnant of the plain-$\tau$ fault weighted by the core fraction. The same algebra applies to a pseudo core or an augmentation charge placed in the denominator of the smooth term. Its error is not cancelled by a smooth one-centre term evaluated in the gauge $\mathbf R$, where $\mathbf k=0$.

\section{LiH}

Q. How large is all this in a molecule?

A. Take all-electron LiH with Li at the origin and H at $z=3.0$ bohr (1.5875~\AA, a round value near equilibrium), the TPSS functional, the cc-pVTZ basis (44 functions), and atom-centred grids of 50 radial and 194 angular points. Vibration, relativity and the basis limit are left out, and no PAW data set is used. The self-consistent energy is $-8.0825$ Ha, the gap $0.1123$ Ha, and the density-weighted mean of $v_\tau$ is $0.021$.

For the local laws I use $\varphi_i+iB\delta_i$ from \eqref{cp} with $B_x=0.05$ au and $\Lambda=0.3xy+0.5\sin z+0.4y$, with gradients of the phased orbitals taken by central differences. At $(0.3,0.5,1.0)$ bohr, in atomic units, $n=0.040639$, $\mathbf g=(0.15,0.49,0.2702)$, $\mathbf j_p=(-0.000155,0.001591,-0.001114)$ and $\tau=0.093283$. Then $\mathbf j_p\cdot\mathbf g=0.000455$ and $\tfrac12ng^2=0.02032\times0.3356=0.006819$, so $\tau'=0.093283-0.000455+0.006819=0.099647$, a rise of 7\% relative to $\tau$. With $\mathbf j_p'=(-0.006251,-0.018323,-0.012093)$ the subtracted terms are $0.000047$ before and $0.006411$ after, and $\tau_D=0.09324$ in both gauges. With $\tau_W=0.034209$, \eqref{hole} in spin sums reads $\tfrac12n(\tau_D-\tau_W)=0.02032\times0.05903=1.199\times10^{-3}$. For the same orbitals and $\Lambda=y\,e^{-0.05r^2}$, the derivatives \eqref{cont} are $-2.80\times10^{-3}$ Ha for $\tau$, $-1.75\times10^{-4}$ Ha for $\tau_{MS}$ and zero for $\tau_D$.

For the origin shift the basis is $\chi_\mu e^{-i\mathbf k\cdot\mathbf r}$. The phase cancels $\mathbf k$ in $\mathbf p+\mathbf A$, so any dependence on $\mathbf d$ comes from the functional, although its size still depends on the basis. In \eqref{resp}, $\mathbf u^{(1)}$ is then replaced by $\mathbf k$ plus $0$, $-\mathbf A$ or $\mathbf j_p/n$ of the shifted gauge. Solving these linear systems directly and integrating \eqref{bs} on the grid, with $\alpha_f^2=53.25$ ppm and $\tau_{MS}$ containing $\mathbf A_B$ alone, gives in ppm:
\begin{center}
\begin{tabular}{lcccc}
 & Li $xx$ & Li iso & H $xx$ & H iso\\
$\tau$, $d_z=0$ & 84.23 & 90.00 & 25.06 & 26.15\\
$\tau$, $d_z=5$ bohr & 82.91 & 89.12 & 25.71 & 26.58\\
$\tau_{MS}$, both & 83.39 & 89.44 & 25.35 & 26.34\\
$\tau_D$, both & 83.30 & 89.38 & 25.37 & 26.35
\end{tabular}
\end{center}
The $zz$ elements are $101.54$ (Li) and $28.32$ (H) in every row. The occupied orbitals are of $\sigma$ type and $v_\tau$ is axially symmetric, so $L_z$ and $v_\tau L_z$ annihilate them, $\mathbf k=0$ for $\mathbf B\parallel\mathbf d$, and the response is purely diamagnetic. The isotropic value is $(2\sigma_{xx}+\sigma_{zz})/3$, for instance $(2\times83.30+101.54)/3=89.38$. For $\tau_D$ the $xx$ element splits into $111.12-27.82$ for Li and $18.94+6.43$ for H, diamagnetic plus paramagnetic about the Li origin. A complex self-consistent calculation with \eqref{op} at $B_x=10^{-3}$ au and $d_z=5$ bohr gives $83.30$ and $25.37$ from the moment's expectation value divided by $B$. The quotient $[E(B,m)-E(B,-m)]/2Bm$ at $\alpha_f^2m=10^{-3}$ au, with $A_m^2$ dropped, gives $83.30$ for Li. Doubling $B$ multiplies $\int|\tau(B)-\tau(0)|$ by $4.00$, as for a quantity even in $B$.

Q. What do the differences tell you?

A. Plain $\tau$ drifts by $(89.116-90.001)/5=-0.177$ ppm/bohr for Li and by $+0.086$ ppm/bohr for H. Its value at $d=0$ differs from that of $\tau_D$ only through $K$. The diamagnetic part is common, so the plain paramagnetic $xx$ term for Li is $84.23-111.12=-26.89$ ppm, and $K$ enlarges it by $27.82/26.89=1.035$. The ratio $x^TKx/x^T\Delta x=0.0327/0.985=0.033$ is of like size; for H the factor is $6.43/6.13=1.05$, so about this origin the enlargement is not a uniform scaling. Both factors belong to the split about the Li origin. A shift of origin moves the current $n\mathbf k$ between the diamagnetic and paramagnetic parts and changes the plain-$\tau$ value, so they are not origin-independent measures of $K$. The lowest eigenvalue of $\Delta-K$ is $0.1116$ Ha, positive and slightly below the gap. The isotropic shifts from plain $\tau$ at $d=0$ to $\tau_D$ are $-0.621$ and $+0.206$ ppm. Plain $\tau$ would reproduce them at $d_z=0.621/0.177=3.5$ bohr for Li and $0.206/0.086=2.4$ bohr for H, so no single origin on the axis gives both. The values for $\tau_D$ and $\tau_{MS}$ differ by $-0.061$ and $+0.011$ ppm; their operators differ through $\mathbf u+\mathbf A=\mathbf j/n$. With the Li $1s$-like orbital frozen ($x_{a,\rm core}=0$) the isotropic $\tau_D$ values are $89.38$ and $26.36$ ppm, and omitting the core current from $\mathbf u$ at $d_z=5$ bohr shifts them by $+0.031$ and $+0.003$ ppm in this basis. The weight $n_c/n$ acts point by point on the operator, so the shift is not a scaled copy of the plain-$\tau$ drift; for Li it has the opposite sign.

Q. Then $89.4$ and $26.4$ ppm are the TPSS shieldings of LiH?

A. No. Moving the origin to H with an unphased basis changes the $\tau_D$ values to $93.47$ and $34.27$ ppm, shifts of $4.1$ and $7.9$ ppm from the Li-origin results. The functional is invariant, so these shifts come from the basis, which cannot represent $\mathbf r\,\varphi_i$ fully, and they exceed the effect of $K$ several times over. The table compares three treatments of $\tau$ in one fixed basis. In an uncontracted cc-pVTZ set with added $p$ and $d$ functions (87 functions) the shifts on moving the origin to H fall to $-0.02$ and $+0.03$ ppm, and the isotropic $\tau_D$ values become $88.55$ and $26.59$ ppm. The plain-$\tau$ drift becomes $-0.15$ and $+0.12$ ppm/bohr, the matching origins $4.2$ and $1.8$ bohr, and the error from the omitted core current $0.11$ and $0.008$ ppm. The differences $\tau_D$ minus plain $\tau$ at $d=0$ ($-0.61$, $+0.22$ ppm) and $\tau_D$ minus $\tau_{MS}$ ($-0.06$, $+0.01$ ppm) change little. London orbitals or GIPAW phases deal with the basis part of the origin dependence, and $\tau_D$ with the part in the functional.
